# Electronic friction of a Newns-Anderson level: golden rule and scattering matrix, part 1

(Sections cited here and not found follow in the second part.)

A single adsorbate level $\varepsilon_d(R)$ is coupled to a metal at zero temperature, and a nuclear coordinate $R$ shifts the level without changing anything else. The derivative of the one-electron Hamiltonian is $\partial H=\partial\varepsilon_d\,|d\rangle\langle d|$, with $\partial=\partial/\partial R$. Its matrix element between eigenstates $\nu,\nu'$ is $\partial\varepsilon_d\,d_\nu d_{\nu'}$, where $d_\nu=\langle d|\nu\rangle$ is real. The level spectral function $A(\varepsilon)=\sum_\nu d_\nu^2\,\delta(\varepsilon-\varepsilon_\nu)$ turns each sum over states weighted by $d_\nu^2$ into an integral.

Let $R=R_0+\mathcal A\cos\omega t$. The absorbing part of the perturbation is $\tfrac12\mathcal A\,\partial H\,e^{-i\omega t}$. An electron can absorb $\hbar\omega$ if it starts within $\hbar\omega$ below the Fermi level, which is the zero of energy throughout. For small $\omega$ the golden rule gives the pair creation rate $(2\pi/\hbar)(\mathcal A\,\partial\varepsilon_d/2)^2A(0)^2\,\hbar\omega$, and each pair costs $\hbar\omega$. A friction force $F=-\eta\dot R$ dissipates $\eta\,\omega^2\mathcal A^2/2$ on average. Equating the two powers gives, per spin,

$$\eta=\pi\hbar\,A(0)^2(\partial\varepsilon_d)^2 .$$

One factor $A$ belongs to the hole and one to the electron. When the motion also changes the strength and the shape of the coupling, new terms appear, and they can be obtained by two routes.

## Model and result

The electrons are independent (a mean-field or Kohn-Sham Hamiltonian whose derivative is taken as given) and in equilibrium with Fermi function $f(\varepsilon)$; $f'$ is its energy derivative. $H(R)$ is real. The tensor is defined by $F_a=-\sum_b\eta_{ab}\dot R_b$, and formulas are per spin. The metal consists of identical, fixed leads $n$, each with a surface orbital $|\phi_n\rangle$, surface Green function $g(\varepsilon)$ and density $\rho=-\mathrm{Im}\,g/\pi$. With a real unit vector $u(R)$ and $|\phi_u\rangle=\sum_nu_n|\phi_n\rangle$,

$$H=H_{\rm leads}+\varepsilon_d(R)|d\rangle\langle d|+V(R)\big(|d\rangle\langle\phi_u|+|\phi_u\rangle\langle d|\big).$$

Eliminating the leads gives $G=\langle d|(\varepsilon+i0-H)^{-1}|d\rangle=1/(x-\Sigma)$ with $x=\varepsilon-\varepsilon_d$, $\Sigma=V^2g$ and $A=-\mathrm{Im}\,G/\pi$. The wide-band limit sets $\Sigma=-i\Gamma/2$ with $\Gamma=2\pi V^2\rho$ independent of energy, so that $A=(\Gamma/2\pi)/(x^2+\Gamma^2/4)$ and $\partial\ln\Gamma=2\,\partial\ln V$. The result is

$$\eta_{ab}=\int d\varepsilon\,(-f')\Big[\pi\hbar A^2\lambda_a\lambda_b+\hbar\Gamma A\,\partial_au\cdot\partial_bu\Big],\qquad\lambda_a=\partial_a\varepsilon_d+x\,\partial_a\ln\Gamma.\tag{1}$$

The form $\pi\hbar A^2\lambda_a\lambda_b$ alone holds for a coupling of fixed shape, $\partial u=0$.

## First derivation: golden rule for electron-hole pairs

**General tensor.** Drive $R_a=R_{0a}+\mathcal A_a\cos\omega t$ and write $M^a_{\nu\nu'}=\langle\nu|\partial_aH|\nu'\rangle$. To second order in $\mathcal A$, a pair of states with $\varepsilon_{\nu'}=\varepsilon_\nu+\hbar\omega$ is connected upward and downward with the same rate constant $(2\pi/\hbar)|\mathcal A\cdot M_{\nu\nu'}/2|^2\delta(\varepsilon_{\nu'}-\varepsilon_\nu-\hbar\omega)$. The occupation factors combine as $f_\nu(1-f_{\nu'})-f_{\nu'}(1-f_\nu)=f_\nu-f_{\nu'}$, so the net power is

$$P=\hbar\omega\,\frac{2\pi}{4\hbar}\sum_{\nu\nu'}|\mathcal A\cdot M_{\nu\nu'}|^2(f_\nu-f_{\nu'})\,\delta(\varepsilon_{\nu'}-\varepsilon_\nu-\hbar\omega).$$

Classically $\langle\dot R\cdot\eta\dot R\rangle=\tfrac12\omega^2\mathcal A\cdot\eta\mathcal A$. Dividing $P$ by $\omega^2/2$ leaves the prefactor $\pi/\omega=\pi\hbar/(\hbar\omega)$:

$$\eta_{ab}(\omega)=\pi\hbar\sum_{\nu\nu'}M^a_{\nu\nu'}M^b_{\nu'\nu}\,\frac{f_\nu-f_{\nu'}}{\hbar\omega}\,\delta(\varepsilon_{\nu'}-\varepsilon_\nu-\hbar\omega).\tag{2}$$

This is the orbital-dependent friction tensor. The power fixes only the symmetric part of $\eta$, since an antisymmetric part does no work. For real $H$ there is no antisymmetric part: the linear response of $F_a$ to a moving $R_b$ contains the matrix elements only in the product $M^a_{\nu\nu'}M^b_{\nu'\nu}$, and because the matrices $M^a$ are real and symmetric this product is unchanged when $a$ and $b$ are exchanged. So (2), which is symmetric in $a,b$ for the same reason, is the whole friction tensor. It is positive semidefinite because $n\cdot\eta\,n$ sums squares $(n\cdot M)^2$ with non-negative weights. Exchanging $\nu\leftrightarrow\nu'$ shows that it is even in $\omega$.

Two consequences are used below. For a small pulse $R(t)$ with Fourier transform $\tilde R(\omega)$, the first-order transition probability is $|M_{\nu\nu'}\cdot\tilde R(\omega_{\nu'\nu})|^2/\hbar^2$ with $\hbar\omega_{\nu'\nu}=\varepsilon_{\nu'}-\varepsilon_\nu$. Weighting with $f_\nu\hbar\omega_{\nu'\nu}$ and symmetrizing in $\nu\leftrightarrow\nu'$ gives

$$\Delta E=\frac12\sum_{\nu\nu'}(f_\nu-f_{\nu'})\frac{\omega_{\nu'\nu}}{\hbar}|M\cdot\tilde R|^2=\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,\omega^2\,\tilde R^*\cdot\eta(\omega)\tilde R,\tag{3}$$

where the last form returns the sum when (2) is inserted and the delta function is integrated over $\omega$ (a factor $1/\hbar$). For a harmonic mode of mass $m$ along $R_a$, $\langle1|R_a|0\rangle^2=\hbar/2m\omega$, and the rate $1\to0$ minus the rate $0\to1$ is $(2\pi/\hbar)(\hbar/2m\omega)\sum(M^a)^2(f_\nu-f_{\nu'})\delta=\eta_{aa}(\omega)/m$ at second order in the coupling.

**Slow limit.** For a continuous spectrum, $(f_\nu-f_{\nu'})/\hbar\omega\to-f'(\varepsilon_\nu)$. Inserting $1=\int d\varepsilon\,\delta(\varepsilon-\varepsilon_\nu)$,

$$\eta_{ab}(0)=\pi\hbar\int d\varepsilon\,(-f')\,\mathrm{Tr}\big[\partial_aH\,\delta(\varepsilon-H)\,\partial_bH\,\delta(\varepsilon-H)\big].\tag{4}$$

The continuum limit comes first: a finite system has no transition for $\hbar\omega$ between zero and its smallest level spacing. Let $\Delta$ be the spacing within the bright or within the dark levels (defined below), which is nearly the same for both. A finite calculation at $kT\gtrsim\Delta$ replaces $\delta(\varepsilon_{\nu'}-\varepsilon_\nu)$ by a Gaussian $\delta_\sigma$ of width $\sigma\gtrsim\Delta$ and $\hbar\omega$ by $\varepsilon_{\nu'}-\varepsilon_\nu$. The double sum is then a quadrature of $\int\eta(\omega)\delta_\sigma(\hbar\omega)\,d(\hbar\omega)=\eta(0)+O(\sigma^2)$, the linear term vanishing by evenness. The points $\nu=\nu'$, with weight $-f'$, belong to that quadrature. For $kT$ well below $\Delta$ the thermal window is narrower than the level spacing, and the sum then depends on where the Fermi level falls between the levels.

**Matrix elements.** Differentiating $H$,

$$\partial_aH=\partial_a\varepsilon_d|d\rangle\langle d|+\partial_aV\big(|d\rangle\langle\phi_u|+{\rm h.c.}\big)+V\big(|d\rangle\langle\phi_{\partial_au}|+{\rm h.c.}\big).$$

Because the leads are identical, they can be recombined at fixed $R$ into one bright lead along $u$ and dark leads along directions orthogonal to $u$. Eigenstates are either bright (level plus bright lead) or dark (free lead states with $d_\nu=0$). Since $u\cdot u=1$, $u\cdot\partial_au=0$, so $|\phi_{\partial_au}\rangle$ lies in the dark space. The first two terms connect bright to bright and the third connects bright to dark. They contribute to different pairs $(\nu,\nu')$ in (2), so there is no cross term.

For bright states, the $d$ component of $H|\nu\rangle=\varepsilon_\nu|\nu\rangle$ reads $\varepsilon_dd_\nu+V\langle\phi_u|\nu\rangle=\varepsilon_\nu d_\nu$. Writing $\partial_aV=V\partial_a\ln V$ and using this for each of the two states,

$$M^a_{\nu\nu'}=d_\nu d_{\nu'}\big[\partial_a\varepsilon_d+\partial_a\ln V\,(\varepsilon_\nu+\varepsilon_{\nu'}-2\varepsilon_d)\big].\tag{5}$$

No property of the band enters (5). On the energy shell the bracket is $\bar\lambda_a=\partial_a\varepsilon_d+2\,\partial_a\ln V\,(\varepsilon+\hbar\omega/2-\varepsilon_d)$. For a bright state $\nu$ and a dark state $k$, $M^a_{\nu k}=Vd_\nu\langle\phi_{\partial_au}|k\rangle$, and $\sum_k\langle\phi_{\partial_au}|k\rangle\langle k|\phi_{\partial_bu}\rangle\delta(\varepsilon-\varepsilon_k)=\rho(\varepsilon)\,\partial_au\cdot\partial_bu$. The lower state of the pair may be the bright or the dark one. With a subscript $+$ for the argument $\varepsilon+\hbar\omega$,

$$\eta_{ab}(\omega)=\pi\hbar\int d\varepsilon\,\frac{f-f_+}{\hbar\omega}\Big[AA_+\bar\lambda_a\bar\lambda_b+V^2(A\rho_++\rho A_+)\,\partial_au\cdot\partial_bu\Big].\tag{6}$$

At $\omega\to0$ the second term is $2\pi\hbar V^2\rho A$ times $\partial_au\cdot\partial_bu$. In the wide band $2\pi V^2\rho=\Gamma$ and $2\,\partial\ln V=\partial\ln\Gamma$, which is (1).

Equation (5) also sizes the diagonal terms of a broadened sum. With $d_\nu^2=A\Delta$ and $\sum_\nu=\int d\varepsilon/\Delta$ they add up to $\pi\hbar\int(-f')A^2\lambda_a\lambda_b\,\Delta\,\delta_\sigma(0)$, a fraction $\Delta/(\sigma\sqrt{2\pi})$ of the bright part. For two chains of hopping $t$ and 300 sites each, with $\sigma=0.04\,t$, the computed diagonal terms of the 11 element are 0.206 of the bright part of that element, against the estimate 0.208.

## Second derivation: energy carried away by scattered electrons

The leads are now reservoirs that send electrons onto a scatterer. Each channel carries an incoming flux $f(\varepsilon)\,d\varepsilon/2\pi\hbar$. Under the periodic drive an electron incident at $\varepsilon$ leaves at $\varepsilon$ with the static matrix $S(\varepsilon)$, or at $\varepsilon\pm\hbar\omega$ with flux-normalized amplitude matrices of first order in $\mathcal A$. Call $S_\uparrow(\varepsilon)$ the amplitude for $\varepsilon\to\varepsilon+\hbar\omega$ and $S_\downarrow(\varepsilon)$ the amplitude for the reverse step $\varepsilon+\hbar\omega\to\varepsilon$. Bound states are assumed to take no part.

In the steady state the energy stored near the scatterer is periodic, so the mean power equals the energy gained by the electrons per unit time. For independent electrons the energy current is a one-body quantity, linear in the incoming occupations:

$$P=\hbar\omega\int\frac{d\varepsilon}{2\pi\hbar}\Big[f\,\mathrm{Tr}\,S_\uparrow^\dagger S_\uparrow-f_+\mathrm{Tr}\,S_\downarrow^\dagger S_\downarrow\Big].$$

The full scattering matrix over channels and sidebands is unitary. Outgoing waves from electrons incident at $\varepsilon+\hbar\omega$ and at $\varepsilon$ are therefore orthogonal, which at first order reads $S_+^\dagger S_\uparrow+S_\downarrow^\dagger S=0$. Hence $S_\uparrow=-S_+S_\downarrow^\dagger S$, and unitarity of $S$ and $S_+$ gives $\mathrm{Tr}\,S_\uparrow^\dagger S_\uparrow=\mathrm{Tr}\,S_\downarrow^\dagger S_\downarrow$. The bracket becomes $(f-f_+)\,\mathrm{Tr}\,S_\uparrow^\dagger S_\uparrow$.

The adiabatic step follows. If the period is long compared with the time an electron spends in the scatterer, the outgoing wave is the incoming one times the frozen matrix $S(\varepsilon,R(t))=S+\mathcal A\cdot\partial S\cos\omega t$. The component $e^{-i\omega t}$ gives $S_\uparrow\to\tfrac12\mathcal A\cdot\partial S$. With $f-f_+\to-f'\hbar\omega$,

$$P=\frac{\hbar\omega^2}{8\pi}\int d\varepsilon\,(-f')\,\mathrm{Tr}\big[(\mathcal A\cdot\partial S)^\dagger(\mathcal A\cdot\partial S)\big],$$

and division by $\omega^2/2$ gives the symmetric tensor

$$\eta_{ab}=\frac{\hbar}{4\pi}\int d\varepsilon\,(-f')\,\mathrm{Re}\,\mathrm{Tr}\big[\partial_aS^\dagger\,\partial_bS\big].\tag{7}$$

**The level.** An electron in lead $n$ hops onto the level, propagates with $G$ and hops off into lead $m$, so the on-shell $T$ matrix between energy-normalized lead states is $V^2\rho\,G\,u_mu_n$. Up to an $R$-independent phase fixed by the leads, $S=1-2\pi iV^2\rho\,G\,Q$ with the projector $Q=uu^T$. From $1/G=x-\mathrm{Re}\,\Sigma+i\pi V^2\rho$ follows $1/G^*=1/G-2\pi iV^2\rho$, so

$$s\equiv1-2\pi iV^2\rho\,G=G/G^*=e^{2i\delta},\qquad\delta=\arg G,\qquad S=1+(s-1)Q .$$

Then $\partial_aS=\partial_as\,Q+(s-1)\partial_aQ$. Three traces are needed, with $u\cdot\partial u=0$ and $\partial_aQ=\partial_au\,u^T+u\,\partial_au^T$: $\mathrm{Tr}\,Q^2=1$, $\mathrm{Tr}\,Q\,\partial_aQ=2u\cdot\partial_au=0$, and $\mathrm{Tr}\,\partial_aQ\,\partial_bQ=2\,\partial_au\cdot\partial_bu$. Since $\partial_as=2is\,\partial_a\delta$,

$$\mathrm{Tr}\,\partial_aS^\dagger\partial_bS=4\,\partial_a\delta\,\partial_b\delta+2|s-1|^2\,\partial_au\cdot\partial_bu .$$

For the phase, $\partial_a\ln G=G\,(\partial_a\varepsilon_d+2\,\partial_a\ln V\,\Sigma)$. The identity $\Sigma=x-1/G$ gives $G\Sigma=xG-1$, whose imaginary part is $x\,\mathrm{Im}\,G$. Therefore

$$\partial_a\delta=\mathrm{Im}\,G\,\big(\partial_a\varepsilon_d+2x\,\partial_a\ln V\big)=-\pi A\lambda_a .$$

For the modulus, $A=V^2\rho|G|^2$ gives $|s-1|^2=4\pi^2V^4\rho^2|G|^2=4\pi^2V^2\rho A$. Inserting both in (7), the first term is $(\hbar/4\pi)\,4\pi^2A^2\lambda_a\lambda_b=\pi\hbar A^2\lambda_a\lambda_b$ and the second is $(\hbar/4\pi)\,8\pi^2V^2\rho A=2\pi\hbar V^2\rho A$ times $\partial_au\cdot\partial_bu$. This is (6) at $\omega=0$, and (1) in the wide band. The first term is the change of the eigenphase and the second is the rotation of the eigenchannel.

For a single level on identical, fixed leads, the golden rule and the scattering argument give the same friction tensor in the slow limit, which becomes (1) in the wide band. What remains is to compare their assumptions, show that the agreement is not special to one level, and work out the closed form, the rank and a numerical example.
